\section*{Transformed Fraction for Random Nucleation and Constant Spherical Growth}

\section{The error made by adding grain volumes}

Suppose that a large amorphous sample crystallizes by the random birth of grains that grow as spheres. Let nuclei appear at a rate $I=10^{-6}\,\mathrm{nm^{-3}\,ns^{-1}}$ and let each radius grow at $u=0.5\,\mathrm{nm/ns}$. If the volumes of all these spheres are added as though none met another, the crystalline fraction after $60\,\mathrm{ns}$ comes out as $1.70$. A fraction cannot exceed one. The sum has counted material covered by several spheres several times, and it has included spheres born where no amorphous material was left.

Cutting the sum off at one does not cure this, because overlaps matter long before the sum reaches one. At $48\,\mathrm{ns}$ the sum is $0.69$, while the fraction actually transformed is $0.50$. The theorem below gives the correction.

\section{Assumptions and statement}

The sample is unbounded, uniform and untransformed at time $t=0$, and its temperature is constant afterwards. The assumptions are as follows.

\begin{enumerate}
\item In an untransformed volume element $dV$, a nucleus appears during $ds$ with probability $I\,dV\,ds$, up to terms of higher order, independently of other elements and of earlier events. The constant $I$ is thus a rate per \emph{untransformed} volume.
\item A nucleus has negligible size at birth and starts to grow at once.
\item The boundary of a grain advances at constant speed $u$ in every direction into untransformed material, and stops where it meets another grain.
\end{enumerate}

\paragraph{Theorem.} The expected transformed fraction at time $t$ is
\begin{equation}
X(t)=1-\exp\!\left(-\frac{\pi}{3}\,I u^3t^4\right).
\label{eq:main}
\end{equation}

The proof replaces the real process, in which grains obstruct one another and nucleation is confined to a shrinking region, by one in which spheres grow freely and nuclei are born everywhere. Lemmas 1 and 2 show that neither replacement changes the transformed region.

\section{Two lemmas on geometry}

Let nucleus $j$ be born at time $\tau_j$ at position $\mathbf y_j$. Its \emph{free sphere} at time $t\ge\tau_j$ is the ball of radius $u(t-\tau_j)$ about $\mathbf y_j$, drawn as if no other grain existed. This sphere reaches a point $\mathbf z$ at
\begin{equation}
T_j(\mathbf z)=\tau_j+\frac{|\mathbf z-\mathbf y_j|}{u}.
\label{eq:arrival}
\end{equation}

\paragraph{Lemma 1 (obstruction).} The transformed region at time $t$ is the union of the free spheres of the real nuclei.

\paragraph{Proof.} A real grain never extends beyond its free sphere, since any path from $\mathbf y_j$ to $\mathbf z$ is at least as long as the straight one. The transformed region therefore lies within the union.

For the converse, let $j$ be a real nucleus with the earliest arrival time at $\mathbf z$. Such a nucleus exists because the number of births that can reach $\mathbf z$ by a given time is finite with probability one. Let $\mathbf p$ be a point on the segment from $\mathbf y_j$ to $\mathbf z$, and suppose that another nucleus $k$ had $T_k(\mathbf p)<T_j(\mathbf p)$. Then
\begin{align}
T_k(\mathbf z)
&\le \tau_k+\frac{|\mathbf p-\mathbf y_k|}{u}+\frac{|\mathbf z-\mathbf p|}{u}
 =T_k(\mathbf p)+\frac{|\mathbf z-\mathbf p|}{u}\nonumber\\
&<T_j(\mathbf p)+\frac{|\mathbf z-\mathbf p|}{u}=T_j(\mathbf z).
\end{align}
The first line is the triangle inequality. The last equality holds because $\mathbf p$ lies on the straight segment. The result contradicts the choice of $j$. Hence no other grain occupies any point of the segment before $j$ arrives there, the straight path is open, and $j$ reaches $\mathbf z$ at the free time $T_j(\mathbf z)$. $\square$

Impingement changes which grain owns a piece of material and gives the grains flat or curved common boundaries. It does not delay the transformation of any point.

\paragraph{Lemma 2 (phantom nuclei).} Let nuclei be born at rate $I$ per unit volume everywhere, in transformed material too. The union of all their free spheres equals the union of the free spheres of the real nuclei.

\paragraph{Proof.} Start from this extended process and go through the births in order of time. Keep a birth if its site is still untransformed, and call it a phantom otherwise. Births in the extended process are independent of the past, so in untransformed material the kept births appear with probability $I\,dV\,ds$, whatever happened before. They therefore have the statistics required by assumption 1.

Consider a phantom born at $(\mathbf x,s)$. Its site was already transformed, so by Lemma 1 it lay in the free sphere of some real nucleus $(\mathbf y,\tau)$:
\begin{equation}
|\mathbf x-\mathbf y|\le u(s-\tau).
\end{equation}
Any point $\mathbf z$ in the phantom's sphere at a later time $t$ satisfies $|\mathbf z-\mathbf x|\le u(t-s)$. Consequently
\begin{equation}
|\mathbf z-\mathbf y|\le|\mathbf z-\mathbf x|+|\mathbf x-\mathbf y|
\le u(t-s)+u(s-\tau)=u(t-\tau).
\label{eq:phantom}
\end{equation}
The point is already inside the free sphere of the real nucleus, so the phantom adds nothing to the union. $\square$

The gain is statistical. Real nuclei are correlated, because a grain forbids births inside itself. The nuclei of the extended process are independent and have the uniform density $I$ in space and time.

\section{Proof of the theorem}

\subsection{The past cone}

Choose a point and take it as the origin. By the two lemmas it is untransformed at $t$ if and only if no nucleus of the extended process has reached it, that is, if there was no birth in the region
\begin{equation}
|\mathbf x|\le u(t-s),\qquad 0\le s\le t .
\label{eq:cone}
\end{equation}
This is a cone in space-time: an early nucleus can be far away and still arrive by $t$, a late one must be close. The mean number of births in it is
\begin{align}
X_e(t)&=I\int_0^t\frac{4\pi}{3}u^3(t-s)^3\,ds
=\frac{4\pi}{3}Iu^3\int_0^t q^3\,dq\nonumber\\
&=\frac{4\pi}{3}Iu^3\,\frac{t^4}{4}=\frac{\pi}{3}Iu^3t^4,
\label{eq:xe}
\end{align}
with $q=t-s$. Slicing the cone by distance instead gives a check. A nucleus at distance $r$ must be born before $t-r/u$, so
\begin{equation}
X_e=I\int_0^{ut}4\pi r^2\left(t-\frac ru\right)dr
=4\pi Iu^3t^4\left(\frac13-\frac14\right)=\frac{\pi}{3}Iu^3t^4 .
\end{equation}

The quantity $X_e$ is called the extended volume fraction. It is the mean number of free spheres covering a point, and equally the summed volume of all free spheres, phantoms included, per unit volume of sample. It may exceed one.

\subsection{The probability of an empty cone}

Divide the cone into small cells with mean contents $\mu_i$, where $\sum_i\mu_i=X_e$. A cell is empty with probability $1-\mu_i$ to leading order, and the cells are independent. The probability $P_0$ that all are empty obeys
\begin{equation}
\ln P_0=\sum_i\ln(1-\mu_i)=-\sum_i\mu_i+O\!\left(\sum_i\mu_i^2\right).
\end{equation}
Since $\sum_i\mu_i^2\le(\max_i\mu_i)\,X_e$, the correction vanishes as the cells shrink, and $P_0=e^{-X_e}$.

It remains to pass from one point to a volume fraction. The transformed fraction of a region of volume $V$ is the average over the region of an indicator that is one at transformed points and zero elsewhere. Its expectation is the average of the probabilities $1-P_0$, which are the same at every point of a uniform unbounded sample. Hence $X=1-e^{-X_e}$, which with \eqref{eq:xe} is \eqref{eq:main}. $\square$

\paragraph{Remark 1 (one large sample).} Two points more than $2ut$ apart have disjoint past cones and are independent. The covariance of two indicators is at most $1/4$, so the variance of the fraction in a region of volume $V$ is at most
\begin{equation}
\frac1V\cdot\frac14\cdot\frac{4\pi}{3}(2ut)^3=\frac{8\pi u^3t^3}{3V}.
\end{equation}
It vanishes for large $V$, and a single large sample then follows \eqref{eq:main}. In a region only a few grains across, lying inside a large sample, the fraction scatters about it from one realization to the next. A small sample with boundaries of its own can also differ in the mean, as Remark 7 shows for a film.

\paragraph{Remark 2 (where the overlaps went).} Let $n$ free spheres cover a point. For $n\ge1$ the binomial theorem gives $0=(1-1)^n=1-n+\binom n2-\dots$, so the indicator of coverage is $n-\binom n2+\binom n3-\dots$, which also vanishes for $n=0$. The mean of $\binom nk$ is the sum of $\mu_{i_1}\cdots\mu_{i_k}$ over sets of $k$ different cells, which tends to $X_e^k/k!$. Therefore
\begin{equation}
X=X_e-\frac{X_e^2}{2!}+\frac{X_e^3}{3!}-\dots=1-e^{-X_e}.
\label{eq:series}
\end{equation}
The second term removes the double counting of pairs, the third restores what was removed too often from triples, and so on. At early times $X\simeq X_e$, and the plain sum of volumes is too large by a relative amount of about $X_e/2$.

\paragraph{Remark 3 (rate form).} Differentiation gives
\begin{equation}
\frac{dX}{dt}=e^{-X_e}\frac{dX_e}{dt}=(1-X)\frac{dX_e}{dt}.
\end{equation}
Of the volume newly swept by free spheres, on average the fraction $1-X$ is new material. Here $X_e$ must include the phantoms, since the independence used in the proof belongs to the extended process.

\section{Half-time, slope and grain size}

Write $K=\pi Iu^3/3$, so that $X=1-e^{-Kt^4}$. Setting $X=1/2$ gives $Kt^4=\ln2$, and
\begin{equation}
t_{1/2}=\left(\frac{\ln 2}{K}\right)^{1/4}.
\end{equation}
Taking logarithms twice gives
\begin{equation}
\ln[-\ln(1-X)]=\ln K+4\ln t .
\end{equation}
The slope $4$ is made up of three powers of time from growth in three dimensions and one from continuing nucleation.

The final number density $N$ of grains counts real nuclei only. They appear at the rate $I(1-X)$ per unit total volume. With $v=Kt^4$ and $dt=\tfrac14K^{-1/4}v^{-3/4}dv$,
\begin{align}
N&=I\int_0^\infty e^{-Kt^4}dt
=\frac{I}{4K^{1/4}}\int_0^\infty v^{-3/4}e^{-v}\,dv\nonumber\\
&=\frac{I}{K^{1/4}}\,\frac{\Gamma(1/4)}{4}
=\frac{I\,\Gamma(5/4)}{K^{1/4}} .
\label{eq:N}
\end{align}
Since $K\propto Iu^3$, the density scales as $N\propto(I/u)^{3/4}$ and the half-time as $(Iu^3)^{-1/4}$. Faster nucleation shortens the transformation and refines the grains; faster growth shortens it and coarsens them.

\section{Worked example}

The values of $I$ and $u$ quoted at the start are round model parameters and describe no particular material. They give
\begin{equation}
K=\frac{\pi\,(10^{-6})(0.5)^3}{3}=1.309\times10^{-7}\,\mathrm{ns^{-4}},
\end{equation}
\begin{equation}
t_{1/2}=\left(\frac{0.6931}{1.309\times10^{-7}}\right)^{1/4}\mathrm{ns}=48.0\,\mathrm{ns}.
\end{equation}
At $60\,\mathrm{ns}$ the extended fraction is $1.309\times10^{-7}\times60^4=1.70$, and the transformed fraction is $1-e^{-1.70}=0.82$. At $30\,\mathrm{ns}$ the two are $0.106$ and $0.101$; the excess of about $5\%$ relative to $X$ agrees with the estimate $X_e/2$.

Equation \eqref{eq:N} gives $N=4.77\times10^{-5}\,\mathrm{nm^{-3}}$. The mean grain volume is $1/N=2.10\times10^4\,\mathrm{nm^3}$, that of a sphere $34\,\mathrm{nm}$ across.

These results were tested by a simulation in a periodic cube of side $200\,\mathrm{nm}$, in which real grains are born only in untransformed material. A point counts as transformed once the free sphere of a real grain reaches it, so the simulation takes Lemma 1 as given and does not model the blocking of one grain by another. Over 60 runs the transformed fraction at the half-time was $0.498\pm0.004$, where the uncertainty is one standard error. At $30$, $60$ and $70\,\mathrm{ns}$ the simulated fractions also lie within one standard error of \eqref{eq:main}. All four lie slightly below it, but they come from the same runs and are not independent evidence of a bias. The slope between $30$ and $60\,\mathrm{ns}$ was $4.000$; the statistical errors of the two fractions would allow a departure of a few hundredths, so the last digits agree by chance.

The inequalities behind the lemmas were checked separately, on the free arrival times. The 15\,710 phantoms in these runs changed no arrival time at any sampled point, and in the run examined for it, every sampled point on a straight path was reached first by the grain that owned the end of the path. The numerical output lists the values.

\section{Other cases and failures}

\paragraph{Remark 4 (nuclei present at the start).} If, instead, all nuclei are present at $t=0$, placed independently with density $N_0$, Lemma 1 still holds and there are no later births. A point is untransformed if the ball of radius $ut$ about it holds no nucleus, so
\begin{equation}
X=1-\exp\!\left(-\frac{4\pi}{3}N_0u^3t^3\right).
\end{equation}
The slope is now $3$. If both kinds of nuclei occur independently, the probabilities of finding none multiply and the exponents add.

\paragraph{Remark 5 (changing temperature).} Let $u(t)>0$ and $I(t)$ vary in time but be the same throughout the sample. Measured on the clock $\ell(t)=\int_0^tu(t')\,dt'$, every grain grows at unit speed, so both lemmas hold. The cone then has radius $\ell(t)-\ell(s)$ at time $s$, and
\begin{equation}
X_e(t)=\frac{4\pi}{3}\int_0^tI(s)\,[\ell(t)-\ell(s)]^3\,ds .
\end{equation}
The relation $X=1-e^{-X_e}$ survives; the power $t^4$ in general does not.

\paragraph{Remark 6 (growth that slows with age).} Lemma 2 fails if the speed of each grain falls as that grain ages. Let the radius be $\sqrt{D\times\text{age}}$ with $D=20\,\mathrm{nm^2/ns}$, and let a grain be born at time zero. At $20\,\mathrm{ns}$ its radius is $20\,\mathrm{nm}$, and a phantom born then $15\,\mathrm{nm}$ from its centre lies inside it. At $40\,\mathrm{ns}$ the grain has radius $28.3\,\mathrm{nm}$, but the phantom's sphere extends to $15+20=35\,\mathrm{nm}$. The phantom, being young, has outrun its parent. Real grains still lie within the union of all free spheres, so $1-e^{-X_e}$ remains an upper bound on the transformed fraction, but it need not equal it.

\paragraph{Remark 7 (thin films).} Consider a film of thickness $d$, unbounded in its plane, whose faces neither nucleate grains nor affect their growth. Straight paths between points of the film stay inside it, so both lemmas hold, but the faces cut the past cone. Put $R=ut$. At height offset $h$ from the chosen point, the ball of radius $r=u(t-s)$ has a cross-section of area $\pi(r^2-h^2)$ if $r\ge|h|$. Since $ds$ corresponds to $dr/u$, the cone content per unit height, divided by $I$, is for $|h|\le R$
\begin{align}
g(h)&=\frac{\pi}{u}\int_{|h|}^{R}(r^2-h^2)\,dr
=\frac{\pi}{u}\left[\frac{R^3-|h|^3}{3}-h^2(R-|h|)\right]\nonumber\\
&=\frac{\pi}{u}\left[\frac{R^3}{3}-h^2R+\frac{2|h|^3}{3}\right],
\end{align}
and zero for $|h|>R$. Integration from $-R$ to $R$ gives $\pi R^4/(3u)=\pi u^3t^4/3$, the bulk value. In the film,
\begin{equation}
X_e(z)=I\int_{-z}^{d-z}g(h)\,dh,\qquad
X_{\mathrm{film}}=\frac1d\int_0^d\left[1-e^{-X_e(z)}\right]dz .
\end{equation}
The cut cone is part of the full one, so the film cannot be ahead of the bulk. For $d\ll R$, $g$ is nearly $g(0)=\pi u^2t^3/3$ across the film, and
\begin{equation}
X_{\mathrm{film}}\simeq1-\exp\!\left(-\frac{\pi}{3}I\,d\,u^2t^3\right).
\end{equation}
This is growth of discs in a plane with nucleation rate $Id$ per unit area, and the slope falls from $4$ to $3$. A measured slope of $3$ therefore does not by itself distinguish a thin film from a bulk sample with all nuclei present at the start.

With the parameters of the example and $d=20\,\mathrm{nm}$, the bulk half-time corresponds to $R=24\,\mathrm{nm}$, so the cone is cut at every height. The film is then $36\%$ transformed, against $50\%$ in the bulk; a simulation of the film gave $0.356\pm0.004$, against $0.358$ from the formula. For layers no thicker than the distance $ut$ a grain can grow, the bulk law overstates the transformed fraction if the faces neither nucleate grains nor affect their growth, as assumed here. The gap is large in the middle of the transformation ($0.61$ against $0.82$ at $60\,\mathrm{ns}$ for this film) and closes as both fractions approach one ($0.992$ against $1.000$ at $100\,\mathrm{ns}$). Nuclei born at the faces reduce the difference and, if numerous enough, reverse it.

\section*{Values computed for the example and the checks}
\begin{verbatim}
nucleation rate I = 1.0e-06 nm^-3 ns^-1
growth speed u = 0.50 nm/ns
K = pi I u^3/3 = 1.3090e-07 ns^-4
half-time = 47.97 ns
free-grain radius limit u*t at half-time = 23.99 nm
past-cone content by distance quadrature at half-time = 0.69315
simulation: box side 200 nm, 60 runs, end time 80 ns
t = 30.00 ns: extended fraction 0.1060, X formula 0.1006, X simulated 0.0998 +/- 0.0012
t = 47.97 ns: extended fraction 0.6931, X formula 0.5000, X simulated 0.4982 +/- 0.0035
t = 60.00 ns: extended fraction 1.6965, X formula 0.8167, X simulated 0.8140 +/- 0.0031
t = 70.00 ns: extended fraction 3.1429, X formula 0.9568, X simulated 0.9556 +/- 0.0014
mean number of free spheres over a point at half-time, simulated = 0.6901 +/- 0.0064
phantom nuclei in all runs = 15710
largest change of arrival time by phantoms = 0.0e+00 ns
largest open-path violation = 0.0e+00 ns
slope of ln(-ln(1-X)) from simulation, 30 to 60 ns = 4.000
real-grain density at 80 ns, formula = 4.7637e-05 nm^-3
real-grain density at 80 ns, simulated = 4.7506e-05 +/- 2.5e-07 nm^-3
final real-grain density = 4.7653e-05 nm^-3
mean final grain volume = 20985 nm^3
equivalent sphere diameter = 34.2 nm
film thickness = 20 nm
film X at bulk half-time, cut-cone formula = 0.3579
film X at bulk half-time, simulated = 0.3562 +/- 0.0037
square-root growth: D = 20 nm^2/ns, phantom born at 20 ns, offset 15 nm
parent radius at phantom birth = 20.00 nm
at 40 ns: parent radius 28.28 nm, phantom reach 35.00 nm
\end{verbatim}
